Why fermion loops screen charge: orbital, spin and statistics signs

**1. What symmetry and dimensions fix**

Take the vacuum of a charged field of mass m in a uniform magnetic field B. Units are ħ = c = 1 and Heaviside–Lorentz, so the classical field energy density is B²/2 and α = e²/4π, with e > 0 the charge magnitude. Matter sees the field through the covariant derivative, hence through the product b = eB. Gauge invariance keeps this product unrenormalized.

Rotations turn B into −B, so the vacuum energy density u is even in b. Both u and b² have mass dimension four. The coefficient of b² is therefore a pure number, which can depend on the mass and on an ultraviolet cutoff Λ through Λ/m. Section 4 shows that this dependence is logarithmic:

u₂ = C b² ln(Λ²/m²).

With e₀ the coupling at the cutoff, the classical energy is b²/(2e₀²). Adding u₂ and calling the sum b²/(2e²) gives

1/e² = 1/e₀² + 2C ln(Λ²/m²).

If only fluctuations between a scale μ ≫ m and Λ are included, μ replaces m in the logarithm, up to a constant. Differentiating at fixed e₀ and Λ gives

d(1/e²)/d ln μ = −4C.

The left side is −(2/e³) de/d ln μ, so

β(e) = de/d ln μ = 2C e³.

At one loop, where C does not depend on e, the power e³ is settled; internal photon lines add higher powers of e. What remains is the number C and its sign. Positive C means that the coupling seen at long distance is smaller than e₀, which is screening. Three ingredients determine C: orbital motion, spin and statistics.

**2. The levels**

Let B point along z, and choose the sign of the charge q so that qB = b > 0. The other sign interchanges the two spin labels, which are summed over. The Dirac Hamiltonian is

H = V·π + γ⁰m, V_i = γ⁰γⁱ, π = p − qA.

The V_i anticommute with each other and with γ⁰, and all four matrices square to one. In H² the terms linear in m cancel, leaving

H² = m² + π² + V_xV_y [π_x, π_y].

The commutator is

[π_x, π_y] = iq(∂_xA_y − ∂_yA_x) = ib.

With the spin matrix defined by V_xV_y = iΣ_z, the last term of H² is −bΣ_z.

The orbital operator π_x² + π_y² is an oscillator. Put a = (π_x + iπ_y)/√(2b). Then [a, a†] = 1 and

π_x² + π_y² = 2b(a†a + 1/2).

The squared energies are therefore

E² = m² + p_z² + (2n+1)b − σb, n = 0, 1, 2, …, σ = ±1.

Four components give two states of H² for every n and σ. The matrix γ⁰γ⁵ anticommutes with H and commutes with Σ_z. It maps energy E to −E, so half of the states have positive energy. Hence the count is one positive level for each n and σ. This is a count, not a label: Σ_z does not commute with H, and apart from n = 0, σ = +1 an energy eigenstate mixes (n, σ = −1) with (n + 1, σ = +1), which have the same E².

The number of states per area follows from the gauge A_y = Bx. A plane wave e^(iky) gives an oscillator centred at x = k/b. In a rectangle L_x by L_y, k has spacing 2π/L_y, and the centre lies inside for a range bL_x. The count is bL_xL_y/2π, or b/2π per area.

**3. Weighing orbital motion against spin**

The heat trace sums exp[−s(E² − m²)] over levels, per volume, and weights them smoothly by the proper time s. Without spin it is

K_orb = (b/2π) ∫dp_z/(2π) exp(−sp_z²) Σ_n exp[−(2n+1)bs].

The momentum integral is (4πs)^(−1/2). The geometric sum is 1/(2 sinh X), with X = bs. Since b = X/s,

K_orb = (4πs)^(−3/2) X/sinh X.

The prefactor is the free result, and the field acts through the remaining factor. From sinh X/X = 1 + X²/6 + … it follows that

orbital factor: X/sinh X = 1 − X²/6 + …

The spin term −σb multiplies each exponential by e^(σX). Averaged over the two spin states this gives

spin factor: cosh X = 1 + X²/2 + …

The linear term has cancelled because the spin trace vanishes. The product is

X coth X = 1 + (−1/6 + 1/2)X² + … = 1 + X²/3 + …

Numerical diagonalization gives −0.16667 for the orbital operator and 0.33333 for the full Dirac Hamiltonian. The difference, 0.50000, is the spin part.

The factor three has a simple origin. Spread every orbital level (2n+1)b uniformly over the interval from 2nb to 2(n+1)b. The intervals join without gaps and reproduce the free continuum. This spreading multiplies the heat trace by

(1/2b) ∫ from −b to b of e^(−sδ) dδ = sinh X/X.

Going from the continuum to Landau levels undoes the spreading, hence the factor X/sinh X. Spin does the opposite: it splits each level into two, at distances ±b. A spread with zero mean and variance v multiplies the trace by 1 + s²v/2 at second order. The uniform spread has v = b²/3 and the two-point spread has v = b². Landau quantization removes the first and spin adds the second, so the ratio is three and the signs are opposite.

This division belongs to the quadratic coefficient. At order X⁴ the product contains

7/360 − 1/12 + 1/24 = −1/45,

where −1/12 is the product of the orbital and spin terms of order X². The total is then no longer a sum of separate orbital and spin contributions.

**4. The sign of statistics**

A mode of a complex scalar field has a particle and an antiparticle, each with zero-point energy +ω/2, together +ω. For a Dirac field the zero-point energies are −ω/2 each, together −ω for each spin state. This is the energy of the filled negative levels, written symmetrically between particles and antiparticles. Let η = +1 for bosons and η = −1 for fermions. Then u is η times the sum of ω over modes, per volume.

That sum diverges. Three derivatives with respect to m² make it finite:

∂³ω/∂(m²)³ = (3/8) ω⁻⁵.

Now use

ω⁻⁵ = [1/Γ(5/2)] ∫₀^∞ ds s^(3/2) e^(−sω²), Γ(5/2) = 3√π/4.

The prefactor becomes (3/8)·4/(3√π) = 1/(2√π). Summing over modes inserts the heat trace. For N spin states with averaged field factor G(X),

∂³u/∂(m²)³ = (ηN/2√π) ∫₀^∞ ds s^(3/2) (4πs)^(−3/2) e^(−m²s) G(bs)
= (ηN/16π²) ∫₀^∞ ds e^(−m²s) G(bs).

A gauge-invariant regularized energy with this third derivative is

u = −(ηN/16π²) ∫ from 1/Λ² to ∞ of (ds/s³) e^(−m²s) G(bs).

Indeed, three derivatives of e^(−m²s) give −s³e^(−m²s), which cancels both the minus sign and the 1/s³; the cutoff can then be removed.

Write G = 1 + aX² + …. The quadratic term contains ∫ds e^(−m²s)/s, which equals ln(Λ²/m²) plus a constant when Λ ≫ m. The constant can be absorbed in the definition of Λ. Therefore

C = −ηNa/(16π²), β = 2Ce³ = −ηNa e³/(8π²).

For a Dirac field η = −1, N = 2 and a = 1/3, so

β(e) = e³/(12π²).

For one complex scalar η = +1, N = 1 and a = −1/6, so β = e³/(48π²). It also screens, although both of its signs are reversed.

**5. Changing one cause at a time**

To see what each ingredient does, let the spin splitting be −σ(g/2)b. The Dirac value is g = 2. The spin factor becomes cosh(gX/2), and

a = −1/6 + (1/2)(g/2)².

For two spin states, in units of e³/(48π²), the formula of section 4 gives −12ηa, or

β = 2η[1 − 3(g/2)²].

The four combinations are:

- boson, g = 0: +2, screening;
- boson, g = 2: 2 − 6 = −4, antiscreening;
- fermion, g = 0: −2, antiscreening;
- fermion, g = 2: −2 + 6 = +4, screening.

Direct sums over Landau levels, with the free continuum subtracted, reproduce all four numbers. The second and third cases separate the causes and are not proposed as consistent theories. Fermi statistics without a magnetic moment would give antiscreening, and so would the Dirac moment with Bose statistics. The Dirac field has both, and it screens.

The balance also depends on the size of the moment. The coefficient vanishes when 3(g/2)² = 1, that is, at g = 2/√3 ≈ 1.155. In this counting a fermion with a smaller moment would antiscreen. The counting shifts E² by hand and is not a relativistic theory. If the moment of a Dirac fermion is changed by a Pauli term, the second-order argument of section 7 still has only non-negative terms, so that fermion screens for any g; for g ≠ 2 the contribution per unit of ln k grows as k² at large k, and the dependence is no longer logarithmic. The Dirac value lies above the balance point.

**6. From a magnetic energy to a screened charge**

The argument so far concerns magnetism. Lorentz invariance carries it over to electricity. At quadratic order in uniform fields the invariants are E² − B² and E·B, and parity excludes the second. In a pure magnetic field the Lagrangian density is −u. The full quadratic Lagrangian is therefore

L = (1/2)(1 + χ)(E² − B²), χ = 2Ce₀² ln(Λ²/m²),

with fields normalized at the cutoff. Then

D = ∂L/∂E = (1 + χ)E, so ε = 1 + χ,
H_mag = −∂L/∂B = (1 + χ)B, so μ_vac = 1/(1 + χ).

Hence εμ_vac = 1. A diamagnetic vacuum, μ_vac < 1, has ε > 1 and weakens the force between charges: e² = e₀²/ε, in agreement with section 1.

The words need care here. On balance the Dirac levels respond paramagnetically: counted with +ω, their energy would fall in the field. The vacuum counts them with −ω, so its energy rises, and the vacuum as a whole is diamagnetic.

**7. A direct electric derivation**

The same logarithm follows from the polarization of the filled Dirac sea, without magnetic levels. In a weak uniform electric field along x the perturbation has magnitude eEx. It mixes filled states v with empty states c of the same momentum k, across a gap 2E_k, where E_k = √(k² + m²). The second-order energy density is

−e²E² ∫d³k/(2π)³ Σ|⟨c|x|v⟩|²/(2E_k) = −(1/2)(ε − 1)E².

Therefore

ε − 1 = e² ∫d³k/(2π)³ Σ|⟨c|x|v⟩|²/E_k.

Every term is non-negative, so the filled sea screens.

For the size, use [x, H] = iV_x. Between v and c it gives |⟨c|x|v⟩|² = |⟨c|V_x|v⟩|²/(4E_k²). With the projectors P± = (1 ± H/E_k)/2,

Σ|⟨c|V_x|v⟩|² = Tr(P₊V_xP₋V_x).

The anticommutation rules give V_xHV_x = −H + 2k_xV_x. With Tr H² = 4E_k² and Tr(HV_x) = 4k_x, the trace is

(1/4)[4 + 4 − 8k_x²/E_k²] = 2(1 − k_x²/E_k²).

Averaging over directions replaces k_x² by k²/3. With d³k/(2π)³ → k²dk/(2π²),

ε − 1 = (e²/4π²) ∫dk k² [1 − k²/(3E_k²)]/E_k³.

For k ≫ m the integrand tends to (2/3)/k, so each unit of ln k adds e²/(6π²) to ε. This matches section 6, where χ = (e₀²/12π²)·2 ln(Λ/m). Numerical eigenvectors at k = 1000m give 0.016887 for the rate divided by e², equal to 1/(6π²) at this precision. For k ≪ m the integrand falls as k², so momenta well below the mass contribute little.

**8. The field itself as the scale**

The running can also be followed without a cutoff. Subtract the field-free energy and absorb the quadratic term in the low-energy coupling e. For the Dirac field, with t = bs, the remaining energy is

u_ren = b² h,
h = (1/8π²) ∫₀^∞ (dt/t³) e^(−tm²/b) [t coth t − 1 − t²/3].

Define a field-dependent coupling by 1/e²(B) = 1/e² + 2h.

In a weak field, b ≪ m², the exponential restricts t to small values, where the bracket is −t⁴/45. Since ∫₀^∞ t e^(−tm²/b) dt = b²/m⁴,

h ≈ −b²/(360π²m⁴).

This vanishes with the field, so the logarithmic running stops below the mass scale.

In a strong field, b ≫ m², differentiate with respect to ln b and substitute v = tm²/b:

dh/d ln b = (1/8π²) ∫₀^∞ dv e^(−v) [t coth t − 1 − t²/3]/t², t = vb/m².

At fixed v, t becomes large and the ratio tends to −1/3. Hence dh/d ln b → −1/(24π²), and

d[1/e²(B)]/d ln b → −1/(12π²).

With μ = √b this becomes d(1/e²)/d ln μ = −1/(6π²), the same β. The computed slope between b = 10⁸m² and 10¹⁰m² is −0.0084434, which agrees with −1/(12π²) to the printed digits.

**9. The size of the effect**

Consider the electron loop alone and take the low-energy coupling as the value at μ = m_e. From d(1/e²)/d ln μ = −1/(6π²) and 1/α = 4π/e²,

1/α(μ) = 1/α(m_e) − (2/3π) ln(μ/m_e).

At μ = 10⁵m_e, about 51 GeV, the logarithm is 11.513 and 2/(3π) = 0.2122. Hence

1/α(μ) = 137.036 − 0.2122 × 11.513 = 134.593.

The coupling α has grown by 1.8 percent relative to its low-energy value. This is not the physical coupling at 51 GeV. The other charged particles and higher loops are left out, and starting the pure logarithm at μ = m_e is a convention that fixes an additive constant: the electron loop alone at a spacelike momentum transfer of 10⁵m_e gives 1/α = 134.770, larger by 5/(9π) = 0.177, a growth of 1.7 percent.

The strong-field definition at b = μ² gives 134.836 instead, which is larger by 0.243. The two definitions differ by a constant, which is equivalent to a change of scale: 0.243/0.2122 = 1.15 in ln μ, a factor of about three in μ. The difference between two strong fields does not contain this constant. From b = 10⁸m² to 10¹⁰m², 1/α falls from 135.3247 to 134.8361, by 0.4886. The scale √b grows tenfold, and 0.2122 × ln 10 gives the same 0.4886. Integrating β numerically from the first field to the second also gives 134.8361.

If the one-loop formula is continued upward, 1/α reaches zero at μ ≈ 10^280.5 m_e. This pole is not a prediction. The formula assumes small α, and α ceases to be small before the pole is reached. The sign of β is a statement about weak coupling at one loop, where the three contributions can be separated and weighed. The numerical output gives the remaining digits.

Calculated quantities

```
HEAT COEFFICIENTS OF X^2 (dimensionless)
orbital part            -0.16667
spin part               0.50000
sum                     0.33333
-spin/orbital           3.0000
BETA FROM MODE SUMS, unit e^3/(48 pi^2)
complex scalar          1.000
boson, 2 states, g=0    2.000
boson, 2 states, g=2    -4.000
fermion, 2 states, g=0  -2.000
fermion, 2 states, g=2  4.000
balance g               1.1547
DIRAC LOGARITHMS (dimensionless)
beta/e^3, mode sum      0.0084433
beta/e^3, 1/(12 pi^2)   0.0084434
electric rate/e^2 at k=1000 m: 0.0168868
expected 1/(6 pi^2)     0.0168869
d(1/e^2)/d ln b, strong field: -0.0084434
WORKED EXAMPLE, ELECTRON LOOP ONLY
scale mu/m_e            100000 (dimensionless)
electron mass           5.109990e-04 GeV
scale mu                51.100 GeV
ln(mu/m_e)              11.5129 (dimensionless)
1/alpha at m_e          137.0360 (dimensionless)
1/alpha at mu, log      134.5929 (dimensionless)
increase of alpha       1.815 percent
1/alpha, field b=10^8 m^2:  135.3247 (dimensionless)
1/alpha, field b=10^10 m^2: 134.8361 (dimensionless)
same, by beta flow      134.8361 (dimensionless)
field minus log value   0.2432 (dimensionless)
log10(pole scale/m_e)   280.5 (dimensionless)
```
